# Surface-wave speed on a cubic (001) face along [100]: silicon

## Problem

A cubic crystal fills the half space \(z>0\). Its free surface \(z=0\) is a (001) face, and the \(x\) axis lies along [100]. A wave bound to the surface travels along \(x\) with wavenumber \(k\) and speed \(v\). The crystal is linear, lossless and not piezoelectric. Its strain energy is positive, so that \(C_{44}>0\), \(C_{11}>|C_{12}|\) and \(C_{11}+2C_{12}>0\). Assume also \(C_{11}>C_{44}\) and \(C_{12}+C_{44}>0\).

(a) Reduce the equations of motion and the free-surface condition to one scalar equation for \(X=\rho v^2\), in which no decay constant appears.

(b) Show that this equation has one root in \(0<X<C_{44}\), and that the corresponding wave decays into the crystal.

(c) Recover the isotropic result as a limit.

(d) Find the speed for silicon, with the rough room-temperature values \(C_{11}=165.7\), \(C_{12}=63.9\), \(C_{44}=79.6\) GPa and \(\rho=2329\) kg/m³. For a wavelength of 20 µm, find the frequency, the surface ellipse and the depth dependence of the horizontal motion.

(e) The wave is excited by a laser on a 500 µm wafer that carries a 100 nm aluminium absorbing film. Judge how far the idealizations move the speed.

## Solution

### Partial waves

With \(\partial_y=0\), the stresses needed are

\[
\sigma_{xx}=C_{11}\partial_xu_x+C_{12}\partial_zu_z,\qquad
\sigma_{zz}=C_{12}\partial_xu_x+C_{11}\partial_zu_z,
\]
\[
\sigma_{xz}=C_{44}(\partial_zu_x+\partial_xu_z),\qquad
\sigma_{xy}=C_{44}\partial_xu_y,\qquad \sigma_{yz}=C_{44}\partial_zu_y .
\]

The component \(u_y\) therefore decouples. A bound solution \(u_y=Ve^{-kq_sz}e^{ik(x-vt)}\) has \(q_s^2=1-X/C_{44}\). The free surface requires \(\sigma_{yz}=-kC_{44}q_sV=0\), hence \(V=0\). A bound wave moves in the \(xz\) plane.

Write \(m=C_{12}+C_{44}\). Newton's law gives

\[
\rho\ddot u_x=C_{11}\partial_x^2u_x+C_{44}\partial_z^2u_x+m\,\partial_x\partial_zu_z,
\]
\[
\rho\ddot u_z=C_{44}\partial_x^2u_z+C_{11}\partial_z^2u_z+m\,\partial_x\partial_zu_x .
\]

Try \((u_x,u_z)=(U,W)e^{-kqz}e^{ik(x-vt)}\) with \(\mathrm{Re}\,q>0\). Then \(\partial_x\to ik\), \(\partial_z\to-kq\), and \(\partial_x\partial_z\to-ik^2q\). With \(a=C_{11}-X\) and \(b=C_{44}-X\), division by \(k^2\) leaves

\[
(C_{44}q^2-a)U-iqmW=0,\qquad (C_{11}q^2-b)W-iqmU=0. \tag{1}
\]

The product of the off-diagonal elements is \((-iqm)^2=-q^2m^2\), so the determinant vanishes when

\[
C_{11}C_{44}q^4-(C_{11}a+C_{44}b-m^2)q^2+ab=0. \tag{2}
\]

Let \(q_1,q_2\) be the two decaying solutions, and let \(E=C_{11}C_{44}\), \(S=q_1^2+q_2^2\), \(P=q_1q_2\). From the coefficients of (2),

\[
ES=C_{11}a+C_{44}b-m^2,\qquad EP^2=ab. \tag{3}
\]

For \(0<X<C_{44}\) both \(a\) and \(b\) are positive. The decaying \(q\) are either both real and positive or complex conjugates, because (2) has real coefficients. In both cases \(P=+\sqrt{ab/E}\).

The first equation of (1) fixes the amplitude ratio:

\[
W=igU,\qquad g=\frac{a-C_{44}q^2}{qm}. \tag{4}
\]

### (a) The free surface

For one partial wave at \(z=0\),

\[
\sigma_{xz}=kC_{44}(-qU+iW)=-kC_{44}(q+g)U,
\]
\[
\sigma_{zz}=k(iC_{12}U-C_{11}qW)=ik(C_{12}-C_{11}qg)U .
\]

Inserting (4), and using \(m-C_{44}=C_{12}\) in the first line,

\[
q+g=\frac{a+C_{12}q^2}{qm},\qquad
C_{12}-C_{11}qg=\frac{D+Eq^2}{m},\qquad D=C_{12}m-C_{11}a .
\]

Superpose the two waves with horizontal amplitudes \(A_1,A_2\). Both stresses must vanish:

\[
\sum_jA_j(q_j+g_j)=0,\qquad \sum_jA_j(C_{12}-C_{11}q_jg_j)=0 .
\]

A nonzero solution needs a vanishing determinant \(\Delta=N/(Pm^2)\), with

\[
N=q_2(a+C_{12}q_1^2)(D+Eq_2^2)-q_1(a+C_{12}q_2^2)(D+Eq_1^2).
\]

Multiplying out,

\[
N=aD(q_2-q_1)+aE(q_2^3-q_1^3)-C_{12}DP(q_2-q_1)+C_{12}EP^2(q_2-q_1).
\]

Since \(q_2^3-q_1^3=(q_2-q_1)(S+P)\), this is \((q_2-q_1)\) times

\[
\big[aD+aES+C_{12}EP^2\big]+P\big[aE-C_{12}D\big].
\]

Use (3) in the first bracket:

\[
a\big[C_{12}m-C_{11}a+C_{11}a+C_{44}b-m^2+C_{12}b\big]
=a\big[-C_{44}m+mb\big]=-amX .
\]

Here \(C_{12}m-m^2=-C_{44}m\), and \(b-C_{44}=-X\). The second bracket is

\[
aC_{11}C_{44}-C_{12}^2m+C_{12}C_{11}a=m(C_{11}a-C_{12}^2).
\]

Therefore

\[
\Delta=\frac{(q_2-q_1)F}{Pm},\qquad F=P(C_{11}a-C_{12}^2)-aX. \tag{5}
\]

The factor \(q_2-q_1\) does not signal a surface wave. It vanishes when the two partial waves coincide and so cease to be two solutions. In that case the second solution is the limit of their difference divided by \(q_2-q_1\), which contains \(z\,e^{-kqz}\). The determinant of the new pair is the limit of \(\Delta/(q_2-q_1)\), so the condition is again \(F=0\).

Insert \(P=\sqrt{ab/E}\) into \(F=0\), divide by \(\sqrt a\) and multiply by \(\sqrt E\):

\[
X\sqrt{C_{11}C_{44}(C_{11}-X)}=\sqrt{C_{44}-X}\,\big(C_{11}^2-C_{12}^2-C_{11}X\big). \tag{6}
\]

This is the scalar speed equation. It contains no \(k\), so the wave has no dispersion: the half space offers no length with which \(1/k\) could be compared.

### (b) One root, and a decaying wave

Divide (6) by \(\sqrt{C_{44}-X}\). The left side becomes \(X\sqrt E\,\sqrt{a/b}\), where

\[
\frac ab=1+\frac{C_{11}-C_{44}}{C_{44}-X}
\]

increases with \(X\) because \(C_{11}>C_{44}\). The left side thus rises from zero without bound as \(X\to C_{44}\). The right side falls from the positive value \(C_{11}^2-C_{12}^2\). They cross once.

It remains to show that \(\mathrm{Re}\,q>0\) at the crossing. For \(X<C_{44}\) the two values of \(q^2\) have a positive product, so decay can fail only if both are real and negative. Then \(q_1^2=-\alpha_1^2\), \(q_2^2=-\alpha_2^2\), and with \(P\) the positive root, \(S+2P=-(\alpha_1-\alpha_2)^2\le0\). For decaying waves, in contrast, \(S+2P=(q_1+q_2)^2>0\). Define \(s=\sqrt{C_{11}a}\) and \(t=\sqrt{C_{44}b}\), so that \(EP=st\). Then

\[
E(S+2P)=(s+t)^2-m^2, \tag{7}
\]

and the waves decay while \(s+t>m\). This holds at \(X=0\), where \(s+t=C_{11}+C_{44}\), and \(s+t\) falls as \(X\) grows.

Suppose equality is reached at some \(X_L<C_{44}\). There \(s-C_{12}=C_{44}-t\), so

\[
C_{11}a-C_{12}^2=s^2-C_{12}^2=(C_{44}-t)(s+C_{12}).
\]

Also \(a=s^2/C_{11}\) and \(X_L=C_{44}-t^2/C_{44}=(C_{44}-t)(C_{44}+t)/C_{44}\). Hence

\[
F(X_L)=\frac{s(C_{44}-t)}{E}\big[t(s+C_{12})-s(C_{44}+t)\big]
=\frac{s(C_{44}-t)}{E}\,(tC_{12}-sC_{44}).
\]

Since \(b<C_{44}\), we have \(t<C_{44}\), and therefore \(s>C_{12}\). If \(C_{12}>0\), then \(tC_{12}<C_{44}C_{12}<C_{44}s\). If \(C_{12}\le0\), then \(tC_{12}\le0<sC_{44}\). Either way \(F(X_L)<0\), whereas \(F(0)=C_{11}^2-C_{12}^2>0\). The single root lies below \(X_L\), and the wave decays. If equality is not reached below \(C_{44}\), decay holds on the whole interval.

At \(X_L\), (7) gives \(S=-2P\), so both \(q^2\) equal \(-P\). The partial wave has become a bulk wave whose wavevector is tilted out of the surface.

### (c) Isotropic limit

Isotropy means \(C_{11}=C_{12}+2C_{44}\), so

\[
C_{11}^2-C_{12}^2=(C_{11}-C_{12})(C_{11}+C_{12})=4C_{44}(C_{11}-C_{44}).
\]

With \(y=X/C_{44}\) and \(\kappa=C_{44}/C_{11}\), division of (6) by \(C_{11}C_{44}^{3/2}\) gives

\[
y\sqrt{1-\kappa y}=\sqrt{1-y}\,\big[4(1-\kappa)-y\big].
\]

Square this, collect powers and divide by \(1-\kappa\):

\[
y^3-8y^2+(24-16\kappa)y-16(1-\kappa)=0 .
\]

The Rayleigh equation \((2-y)^2=4\sqrt{(1-y)(1-\kappa y)}\) gives the same cubic when it is squared and divided by \(y\). For \(C_{12}=C_{44}\), \(\kappa=1/3\) and the cubic factorizes as

\[
(y-4)(3y^2-12y+8)=0,\qquad y=4,\quad y=2\pm\frac{2}{\sqrt3}.
\]

The root below 1 is \(y=2-2/\sqrt3=0.8453\). Solving (6) numerically with \(C_{11}=3\), \(C_{12}=C_{44}=1\) gives the same value.

### (d) Silicon

Squaring (6) gives a cubic in \(X\):

\[
C_{11}C_{44}X^2(C_{11}-X)=(C_{44}-X)(C_{11}^2-C_{12}^2-C_{11}X)^2 .
\]

For the given constants its roots are 56.35, 171.9 and 314.7 GPa. The last two exceed \(C_{44}=79.6\) GPa and are excluded. At the first root \(a=109.35\) GPa and \(b=23.25\) GPa, and both sides of (6) equal 67 675 GPa\(^{5/2}\). The speed is

\[
v=\sqrt{\frac{56.352\times10^9\ \text{Pa}}{2329\ \text{kg/m}^3}}=4.92\ \text{km/s}.
\]

Two calculations that do not use (6) also give \(X=56.3518\) GPa. One is a Ritz calculation of the lowest vibration, with the depth dependence expanded in Laguerre functions. The other finds where the surface impedance of the full three-component problem becomes singular.

The bulk shear wave along [100] has the speed \(\sqrt{C_{44}/\rho}=5.85\) km/s. The decay limit is lower, \(X_L=74.3\) GPa or 5.65 km/s, and the surface wave lies below both. At a wavelength of 20 µm the frequency is \(f=v/\lambda\approx246\) MHz.

**Decay constants.** Equation (3) gives \(P=0.4390\) and \(S=-0.0472\). Then

\[
q_1+q_2=\sqrt{S+2P}=\sqrt{0.8308}=0.9115 .
\]

Since \(|S|<2P\), the \(q\) are complex conjugates:

\[
q_{1,2}=\alpha\pm i\beta,\qquad \alpha=0.4557,\qquad \beta=\sqrt{P-\alpha^2}=0.4809 .
\]

The field oscillates as it decays. In the isotropic case (2) has the real solutions \(q^2=1-\kappa y\) and \(q^2=1-y\), and this oscillation is absent. The envelope falls by \(1/e\) over \(1/(k\alpha)=6.98\) µm, about a third of a wavelength.

**Surface ellipse.** The shear condition is met by \(A_1=q_2+g_2\), \(A_2=-(q_1+g_1)\). From (4),

\[
g_2-g_1=-\frac{q_2-q_1}{m}\Big(\frac aP+C_{44}\Big),
\]

so the total horizontal amplitude is

\[
U_0=A_1+A_2=(q_2-q_1)+(g_2-g_1)=\frac{(q_2-q_1)(C_{12}P-a)}{Pm}.
\]

In the vertical amplitude \(W_0=i(A_1g_1+A_2g_2)\) the products \(g_1g_2\) cancel:

\[
\frac{W_0}{i}=q_2g_1-q_1g_2=\frac{a(q_2^2-q_1^2)}{Pm}.
\]

Dividing,

\[
\frac{W_0}{iU_0}=\frac{a(q_1+q_2)}{C_{12}P-a}
=\frac{109.35\times0.9115}{63.9\times0.4390-109.35}=-1.23 .
\]

For real \(U_0>0\), at \(x=0\) and with \(\omega=kv\), the motion is \(u_x=U_0\cos\omega t\) and \(u_z=-1.23\,U_0\sin\omega t\). The \(z\) axis points into the crystal, so the outward displacement is \(+1.23\,U_0\sin\omega t\). When it is largest, \(\omega t=\pi/2\) and \(\dot u_x=-\omega U_0\): the particle at the crest moves against the wave. The ellipse is retrograde, and its vertical axis is the longer one.

**Horizontal motion with depth.** For conjugate \(q\), \(A_2=-A_1^*\), so the horizontal amplitude is proportional to \(\mathrm{Im}(A_1e^{-q_1kz})\). Up to the factor \(1/m\),

\[
A_1\propto\frac{a+C_{12}q_2^2}{q_2}=\frac{a}{P}q_1+C_{12}q_2 .
\]

With \(q_1=\alpha+i\beta\), the phase \(\varphi\) of \(A_1\) and the profile are

\[
\tan\varphi=\frac{\beta\,(a-C_{12}P)}{\alpha\,(a+C_{12}P)},\qquad
\frac{U(z)}{U_0}=e^{-\alpha kz}\,\frac{\sin(\varphi-\beta kz)}{\sin\varphi}.
\]

For silicon \(\tan\varphi=0.624\) and \(\varphi=0.558\). The horizontal motion first vanishes at \(kz=\varphi/\beta=1.16\), a depth of 3.7 µm, and changes sign there. The profiles of both components agree with the Ritz calculation to \(2\times10^{-13}\) of the horizontal surface amplitude.

**Role of the anisotropy.** Silicon has \(2C_{44}/(C_{11}-C_{12})=1.56\) instead of 1. If the isotropic formula is used with the same \(C_{11}\) and \(C_{44}\), it silently replaces \(C_{12}\) by \(C_{11}-2C_{44}=6.5\) GPa. The result is 5.15 km/s, too high by 4.7 % relative to the solution of (6).

The logarithmic sensitivities \(\partial\ln v/\partial\ln C\) are 0.380, \(-0.111\) and 0.231 for \(C_{11}\), \(C_{12}\) and \(C_{44}\). Their sum is 0.5, as it must be, because \(v\) scales as the square root of a common factor in all moduli. A 1 % error in \(C_{11}\) alone moves \(v\) by about 0.4 %.

### (e) The coated wafer

The elastic constants are rough values for silicon near room temperature, and the wavelength, wafer and film are plausible for laser excitation. Silicon is not piezoelectric, so electrodes alone do not excite this wave piezoelectrically. The film that absorbs the light breaks the assumption of a bare surface. All shifts below are relative to 4.92 km/s; at fixed wavelength the frequency shifts by the same fraction.

- **Film.** Take rough aluminium values: Young's modulus 70 GPa, Poisson ratio 0.35, density 2700 kg/m³. To first order in the film thickness \(h\), the inertia and in-plane stiffness of the 100 nm film lower the speed by 0.54 %, or 1.3 MHz in frequency. This treatment requires \(kh\ll1\); here \(kh=0.03\), and the higher orders reduce the shift only slightly, to 0.53 %. The rough film modulus matters more: with 60 or 80 GPa in place of 70 GPa the shift is 0.61 % or 0.46 %.
- **Heavy doping.** If it lowers \((C_{11}-C_{12})/2\) by a rough 2 % at fixed bulk modulus and fixed \(C_{44}\), the pattern of n-type silicon, the speed falls by 0.44 %. Heavy p-type doping also lowers \(C_{44}\) and is not covered by this figure; a 2 % fall of \(C_{44}\) alone would lower the speed by 0.47 %.
- **Heating.** A uniform rise of 60 K, with rough slopes of \(-60\) ppm/K for all moduli and \(-8\) ppm/K for the density, lowers the speed by 0.16 %.
- **Direction.** A propagation direction turned from [100] within the surface raises the speed by 0.003 % at 1° and 0.07 % at 5°. The growth is nearly quadratic, because reflection symmetry forbids a linear term.
- **Air.** Radiation into air alone would limit the quality factor to about \(8\times10^4\). Damping inside the crystal and the film is not estimated.
- **Back face and lattice.** The envelope at the back face is about \(10^{-31}\) of its surface value, and the lattice dispersion of bulk waves is of relative order \((ka_0)^2/24\approx10^{-9}\), with \(a_0=0.543\) nm the lattice constant. A surface wave also feels the outermost atomic layers, whose bonding differs from that of the bulk. They can shift its speed at first order in \(ka_0\), which is \(1.7\times10^{-4}\) here. All these effects are small beside that of the film.

The film treatment can be tested with a film of silicon itself, which merely thickens the half space and cannot change \(v\). In such a thin layer \(\sigma_{zz}=0\) gives \(\partial_zu_z=-(C_{12}/C_{11})\partial_xu_x\), so its stretching modulus is \(C_{11}-C_{12}^2/C_{11}\). To first order in \(h\), the inertial and stretching contributions must cancel:

\[
X\left(1+\left|\frac{W_0}{U_0}\right|^2\right)=C_{11}-\frac{C_{12}^2}{C_{11}} .
\]

With \(|W_0/U_0|=1.226\) both sides are 141.1 GPa. At \(kh=10^{-3}\) the calculated relative shift is \(-2.7\times10^{-7}\), of order \((kh)^2\).

For this sample, then, the film, and heavy doping of the size assumed above, matter more than an alignment error of a few degrees. The value 4.92 km/s belongs to the bare surface with the stated constants; the coated wafer should be compared with a speed about half a per cent lower. The numerical output below gives more digits; its film shift is the first-order one.

## Calculated quantities

```
Input C11, C12, C44: 165.7, 63.9, 79.6 GPa
Input density: 2329 kg/m^3
Anisotropy 2 C44/(C11-C12): 1.564
Root X = rho v^2: 56.3518 GPa
X from Ritz calculation: 56.3518 GPa
X from surface impedance: 56.3518 GPa
Left side of speed equation: 67675.5 GPa^(5/2)
Right side of speed equation: 67675.5 GPa^(5/2)
Surface-wave speed: 4.9189 km/s
Bulk shear speed along [100]: 5.846 km/s
Decay limit X_L: 74.340 GPa
Speed at decay limit: 5.650 km/s
Root 1 of squared equation: 314.706 +0.000i GPa
Root 2 of squared equation: 171.875 +0.000i GPa
Root 3 of squared equation: 56.352 +0.000i GPa
a = C11-X, b = C44-X: 109.348, 23.248 GPa
q1^2+q2^2: -0.0472; P = q1 q2: 0.4390
q1, q2: 0.4557 +/- 0.4809 i
Surface ratio W/(iU): -1.2260
Largest profile difference from Ritz: 1.6e-13
Isotropic test X/C44 (C11=3,C12=C44=1): 0.845299
Cubic crystals tested: 60
Isotropic formula, same C11 and C44: 5.153 km/s
Error of that formula: 4.75 %
Wavelength: 20 um
Frequency: 245.9 MHz
1/e depth of envelope: 6.98 um
Depth where horizontal motion vanishes: 3.69 um
d ln v/d ln C11, C12, C44: 0.380, -0.111, 0.231
Speed shift, direction off by 1 deg: 0.0029 %
Speed shift, direction off by 5 deg: 0.0715 %
Al film 100 nm, E 70 GPa, nu 0.35, density 2700 kg/m^3 (rough)
Speed shift from Al film: -0.544 %
Silicon film test, kh = 0.001: relative shift -2.7e-07
Heating 60 K; moduli -60 ppm/K, density -8 ppm/K (rough)
Speed shift from heating: -0.156 %
Speed shift, doping lowers (C11-C12)/2 by 2 % (rough): -0.437 %
Air: 1.2 kg/m^3, 343 m/s (rough); Q from radiation: 7.98e+04
Envelope at back face of 500 um wafer: 8.1e-32
Lattice dispersion (k a)^2/24, a = 0.543 nm: 1.2e-09
```
